\section*{Critical amorphization dose and its divergence in the shrinking-cylinder model, part 2}

The problem is to find how the ion dose needed to amorphize a wafer depends on the substrate temperature $T$, and when it diverges. Lengths are in nm, energies in eV and temperatures in K. Doses $\phi$ are ions per area, with $1\,\mathrm{nm^{-2}}=10^{14}\,\mathrm{cm^{-2}}$, and $k=8.617\times10^{-5}\,\mathrm{eV/K}$.

An ion deposits the energy $S$ per unit length in nuclear collisions and damages a straight cylinder of radius $R_0$. With atomic density $N$ and amorphization energy $\varepsilon$ per atom,
\begin{equation}
\pi R_0^2N\varepsilon=S,
\qquad
R_0=\sqrt{\frac{S}{\pi N\varepsilon}} .
\label{eq:R0}
\end{equation}
Defects start at the uniform concentration $c_0$ and diffuse for a time $\tau$ with
\begin{equation}
D(T)=D_0\,e^{-E/kT},
\label{eq:D}
\end{equation}
vanishing at the rim. Material with concentration $c\ge\theta c_0$ at time $\tau$, where $0<\theta<1$, becomes permanently amorphous; the rest recovers completely. $D_0$, $E$, $\tau$ and $\theta$ are independent of temperature, and tracks evolve separately.

If each ion leaves an amorphous core of radius $r$, random impacts give the amorphous fraction
\begin{equation}
f=1-e^{-\pi r^2\phi}.
\label{eq:coverage}
\end{equation}
The critical dose is defined by $f=1-1/e\approx0.632$:
\begin{equation}
\phi_c=\frac{1}{\pi r^2}.
\label{eq:phic}
\end{equation}
Without shrinkage $r=R_0$, and the dose is
\begin{equation}
\phi_0=\frac{1}{\pi R_0^2}=\frac{N\varepsilon}{S}.
\label{eq:phi0}
\end{equation}

While the depleted layer at the rim is thin, the rim acts as a plane. At distance $x$ inward from it and time $t$,
\begin{equation}
\frac{c}{c_0}=\operatorname{erf}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\label{eq:erf}
\end{equation}
The core radius therefore shrinks by
\begin{equation}
\delta R=\lambda\sqrt{D\tau},
\qquad
\lambda=2\operatorname{erf}^{-1}(\theta).
\label{eq:shrink}
\end{equation}
This linear law is justified when $\sqrt{D\tau}$ and $\delta R$ are both much smaller than $R_0$. The Morehead--Crowder model extends it, as an additional assumption, to the point where the core disappears.

\subsection{The critical dose and its divergence}

The surviving radius is $r=R_0-\delta R$. Equation \eqref{eq:D} gives $\sqrt D=\sqrt{D_0}\,e^{-E/2kT}$, so half the activation energy appears in the radius. Define
\begin{equation}
u(T)=\frac{\delta R}{R_0}=K e^{-E/2kT},
\qquad
K=\frac{\lambda\sqrt{D_0\tau}}{R_0}
=\lambda\sqrt{\frac{\pi N\varepsilon D_0\tau}{S}} .
\label{eq:K}
\end{equation}
Then $r=R_0(1-u)$, and \eqref{eq:phic} becomes
\begin{equation}
\phi_c(T)=
\begin{cases}
\phi_0\left[1-Ke^{-E/2kT}\right]^{-2}, & u(T)<1,\\[3pt]
\infty, & u(T)\ge1.
\end{cases}
\label{eq:MC}
\end{equation}
The second line belongs to the result. For $u>1$ the quantity $1-u$ is negative and describes no core, but its square is positive. The upper expression then gives a spurious finite dose that falls as the temperature rises.

The core vanishes when $u=1$, that is, when $E/(2kT_\infty)=\ln K$. Hence
\begin{equation}
T_\infty=\frac{E}{2k\ln K}\qquad(K>1).
\label{eq:Tinf}
\end{equation}
The condition $K>1$ is necessary because $e^{-E/2kT}<1$ at every finite temperature. If $K<1$, the dose rises towards $\phi_0/(1-K)^2$ as $T\to\infty$. If $K=1$, it grows without bound as $T\to\infty$ but is finite at each finite temperature. By \eqref{eq:K}, a finite divergence temperature requires
\begin{equation}
S<\pi N\varepsilon\lambda^2D_0\tau .
\label{eq:Slimit}
\end{equation}

Below $T_\infty$ the dose rises steadily with temperature. From $du/dT=uE/(2kT^2)$,
\begin{equation}
\frac{d\ln\phi_c}{dT}
=\frac{2}{1-u}\frac{du}{dT}
=\frac{u}{1-u}\,\frac{E}{kT^2}>0 .
\label{eq:sensitivity}
\end{equation}
The factor $1/(1-u)$ shows why small errors in wafer temperature matter near the divergence.

\subsection{Dependence on the ion}

Squaring $K$ in \eqref{eq:K} and inserting it in \eqref{eq:Tinf} gives
\begin{equation}
\frac1{T_\infty}
=\frac kE\left[\ln(\pi N\varepsilon\lambda^2D_0\tau)-\ln S\right].
\label{eq:lnS}
\end{equation}
If the other parameters do not depend on the ion, a plot of $1/T_\infty$ against $\ln S$ is a straight line of slope $-k/E$. An ion with larger $S$ makes a wider track, which survives to a higher temperature.

The same condition can be read at fixed temperature. A core survives if $R_0>\delta R$, or
\begin{equation}
S>S_{\min}(T)=\pi N\varepsilon\lambda^2D_0\tau\,e^{-E/kT}.
\label{eq:Smin}
\end{equation}
Depths where $S<S_{\min}$ are not amorphized by this mechanism at any finite dose. Where cores do survive, $r=R_0-\delta R$ increases with $S$, so in this model the critical dose is lowest at the depth of largest $S$.

A mean value of $S$ also hides differences between tracks. If a fraction $p_i$ of the ions leaves cores of radius $r_i$, the probabilities of escaping each kind multiply, and the exponent in \eqref{eq:coverage} becomes $-\phi\sum_ip_i\pi r_i^2$. The critical dose is then $1/(\pi\sum_ip_ir_i^2)$, with $r_i=0$ for cores that have vanished. If $S$ has a largest value that satisfies \eqref{eq:Slimit}, the dose diverges when the widest tracks lose their cores, which happens above the temperature calculated from the mean $S$. If the distribution of $S$ has a long tail, the divergence is replaced by a steep but finite rise: for an exponential distribution with the mean and parameters of the example below, the dose is about $9\times10^{14}\,\mathrm{cm^{-2}}$ at $300\,\mathrm K$ and $1.5\times10^{16}\,\mathrm{cm^{-2}}$ at $400\,\mathrm K$.

\subsection{Behaviour close to the divergence}

Let $\Delta T=T_\infty-T>0$ and $a=E/(2kT_\infty^2)$. Since $K=e^{E/2kT_\infty}$, we have $u=e^{-y}$ with
\begin{equation}
y=\frac{E}{2k}\left(\frac1T-\frac1{T_\infty}\right)
=\frac{E\,\Delta T}{2kTT_\infty}
=a\Delta T\left(1+\frac{\Delta T}{T_\infty}+\cdots\right).
\end{equation}
Using $1-e^{-y}=y-y^2/2+\cdots$,
\begin{equation}
1-u=a\Delta T\left[1+\left(\frac1{T_\infty}-\frac a2\right)\Delta T+\cdots\right].
\end{equation}
To leading order the dose has a double pole:
\begin{equation}
\phi_c\simeq\phi_0\left(\frac{2kT_\infty^2}{E\,\Delta T}\right)^2 .
\label{eq:double}
\end{equation}
Because $aT_\infty=\ln K$, the first relative correction to this dose is $-(2-\ln K)\Delta T/T_\infty$. It vanishes for $\ln K=2$.

\subsection{Worked example}

Take the round model parameters $S=1000\,\mathrm{eV/nm}$, $N=50\,\mathrm{nm^{-3}}$, $\varepsilon=10\,\mathrm{eV}$, $E=0.10\,\mathrm{eV}$, $D_0\tau=10\,\mathrm{nm^2}$ and $\lambda=2$. They describe no particular material. The atomic spacing $N^{-1/3}=0.27\,\mathrm{nm}$ is about a third of the track radius found below, so the continuum results illustrate the equations and do not resolve the core edge of a real track of this size. The threshold corresponding to $\lambda=2$ is $\theta=\operatorname{erf}(1)=0.843$. The track radius and low-temperature dose are
\begin{align}
R_0&=\sqrt{\frac{1000}{\pi\times50\times10}}\,\mathrm{nm}=0.798\,\mathrm{nm},\\
\phi_0&=\frac{50\times10}{1000}\,\mathrm{nm^{-2}}
=5.0\times10^{13}\,\mathrm{cm^{-2}} .
\end{align}
The divergence follows from
\begin{align}
K&=\frac{2\sqrt{10}}{0.798}=7.93,\\
T_\infty&=\frac{0.10}{2\times8.617\times10^{-5}\times\ln7.93}\,\mathrm K
=280\,\mathrm K .
\end{align}
At $200\,\mathrm K$ the remaining radius is $0.564R_0$, so $\phi_c=\phi_0/0.564^2=1.57\times10^{14}\,\mathrm{cm^{-2}}$. At $270\,\mathrm K$ the dose has risen to $8.7\times10^{15}\,\mathrm{cm^{-2}}$. With the less rounded value $T_\infty=280.27\,\mathrm K$, and hence $\Delta T=10.27\,\mathrm K$, the leading form \eqref{eq:double} gives the same dose to two digits. Its first correction is small here because $\ln K=2.07$ happens to be close to 2.

Doubling $S$ halves $\phi_0$ and, by \eqref{eq:lnS}, lowers $1/T_\infty$ by $(k/E)\ln2$. The divergence moves from $280$ to $337\,\mathrm K$. The limit \eqref{eq:Slimit} is $63\,\mathrm{keV/nm}$, far above the chosen energy loss, so a finite $T_\infty$ exists.

\section{Diffusion in the full cylinder and stored damage}

\subsection{Quantities carried over}

Each ion makes a cylinder of radius $R_0$, with $\pi R_0^2N\varepsilon=S$, where $S$ is the nuclear energy loss per length, $N$ the atomic density and $\varepsilon$ the amorphization energy per atom. Defects start at the uniform concentration $c_0$, diffuse for a time $\tau$ with $D=D_0e^{-E/kT}$ and vanish at the rim. Material with $c\ge\theta c_0$ at time $\tau$ becomes amorphous. A core of radius $r$ gives the critical dose $\phi_c=1/(\pi r^2)$ for an amorphous fraction $1-1/e$, and $\phi_0=1/(\pi R_0^2)$.

The linear law sets $r=R_0-\lambda\sqrt{D\tau}$ with $\lambda=2\operatorname{erf}^{-1}(\theta)$. It gives a double pole at $T_\infty=E/(2k\ln K)$, where $K=\lambda\sqrt{D_0\tau}/R_0>1$. The law was derived for a thin depleted layer at the rim, but the divergence occurs when that layer has reached the axis. The diffusion problem must therefore be solved without the thin-layer approximation.

\subsection{Solution in the cylinder}

Introduce the dimensionless variables
\begin{equation}
\rho=\frac r{R_0},\qquad
s=\frac{D\tau}{R_0^2}
=\frac{D_0\tau}{R_0^2}e^{-E/kT},\qquad
q=\frac c{c_0}.
\label{eq:s}
\end{equation}
The problem becomes
\begin{equation}
\frac{\partial q}{\partial s}
=\frac{\partial^2q}{\partial\rho^2}
+\frac1\rho\frac{\partial q}{\partial\rho},
\qquad q(1,s)=0,\qquad q(\rho,0)=1\ \ (\rho<1).
\label{eq:heat}
\end{equation}
A product $e^{-\alpha^2s}v(\rho)$ solves the equation if
\begin{equation}
(\rho v')'+\alpha^2\rho v=0 .
\label{eq:bessel}
\end{equation}
The solution that is regular on the axis is $v=J_0(\alpha\rho)$. The rim condition selects the positive zeros $\alpha_n$ of $J_0$.

Write $v_n=J_0(\alpha_n\rho)$. Multiply the equation for $v_n$ by $v_m$, subtract the same expression with $m$ and $n$ exchanged, and integrate:
\begin{equation}
(\alpha_n^2-\alpha_m^2)\int_0^1\rho v_nv_m\,d\rho
=\left[\rho(v_nv_m'-v_mv_n')\right]_0^1=0 .
\end{equation}
The boundary term vanishes at the axis through the factor $\rho$ and at the rim through $v_n(1)=v_m(1)=0$. Different modes are thus orthogonal with weight $\rho$.

For the normalization, multiply \eqref{eq:bessel} by $2\rho v'$, which gives $[(\rho v')^2]'+\alpha^2\rho^2(v^2)'=0$. Integrating the second term by parts, with $v(1)=0$, yields
\begin{equation}
\int_0^1\rho v_n^2\,d\rho
=\frac{v_n'(1)^2}{2\alpha_n^2}
=\frac{J_1(\alpha_n)^2}{2},
\end{equation}
since $J_0'=-J_1$. The identity $[zJ_1(z)]'=zJ_0(z)$ gives the projection of the initial value:
\begin{equation}
\int_0^1\rho J_0(\alpha_n\rho)\,d\rho
=\frac{J_1(\alpha_n)}{\alpha_n}.
\end{equation}
Dividing the projection by the normalization gives each coefficient, and
\begin{equation}
q(\rho,s)=\sum_{n=1}^{\infty}
\frac{2J_0(\alpha_n\rho)}{\alpha_nJ_1(\alpha_n)}e^{-\alpha_n^2s}.
\label{eq:series}
\end{equation}

The core radius $\rho_c(s)$ is defined by $q(\rho_c,s)=\theta$. Two monotonic properties make it unique. First, $q(\rho,h)\le1=q(\rho,0)$ for any $h>0$. The maximum principle preserves this order, so $q(\rho,s+h)\le q(\rho,s)$. Second, $w=\partial q/\partial\rho$ obeys
\begin{equation}
\frac{\partial w}{\partial s}
=\frac{\partial^2w}{\partial\rho^2}
+\frac1\rho\frac{\partial w}{\partial\rho}-\frac w{\rho^2}.
\end{equation}
It vanishes on the axis and is not positive at the rim, where the positive concentration falls to zero. If the initial step is represented as the limit of smooth profiles that do not increase outward, $w$ is not positive initially either. The maximum principle then keeps $w\le0$. The concentration falls outward and with time, and bisection between $\rho=0$ and $\rho=1$ finds the single core edge.

\subsection{The divergence moves to a lower temperature}

The last point to drop below the threshold lies on the axis. The core therefore vanishes at the value $s_\infty$ determined by
\begin{equation}
q(0,s_\infty)=\sum_{n=1}^{\infty}
\frac{2e^{-\alpha_n^2s_\infty}}{\alpha_nJ_1(\alpha_n)}=\theta .
\label{eq:sinf}
\end{equation}
This number depends on $\theta$ alone. Setting $s(T_d)=s_\infty$ in \eqref{eq:s} gives the diffusion result for the divergence temperature,
\begin{equation}
T_d=\frac{E}{k\ln\!\left[D_0\tau/(s_\infty R_0^2)\right]},
\qquad D_0\tau>s_\infty R_0^2 .
\label{eq:Td}
\end{equation}
The inequality replaces $K>1$. If it fails, some core remains at every finite temperature.

The linear law has the same form with $s_\infty$ replaced by $1/\lambda^2$, because its core vanishes when $\lambda\sqrt s=1$. The two values can be ordered without numerical work. Choose a point in the disc and draw the tangent at the rim point nearest to it. The half-plane bounded by this tangent contains the disc. Let $p$ be the concentration in the half-plane, starting from one and held at zero on the tangent. Inside the disc $p-q$ obeys the diffusion equation, starts from zero and is non-negative on the circle, where $q=0$. The maximum principle gives $p>q$ inside the disc for $s>0$.

The chosen point has the same distance $1-\rho$ from the tangent as from the circle. Thus
\begin{equation}
q(\rho,s)<\operatorname{erf}\!\left(\frac{1-\rho}{2\sqrt s}\right).
\label{eq:bound}
\end{equation}
At the linear-law edge $\rho=1-\lambda\sqrt s$, the right-hand side equals $\theta$. The concentration in the cylinder is already below the threshold there, so its core is smaller. Physically, defects near the axis can escape in every transverse direction, whereas the planar estimate counts one absorbing boundary. For equal parameters the diffusion model therefore gives a higher critical dose. Evaluating \eqref{eq:bound} on the axis at $s=1/\lambda^2$ gives $q<\theta$, hence
\begin{equation}
s_\infty<\frac1{\lambda^2},
\qquad T_d<T_\infty ,
\end{equation}
the second relation applying when both temperatures are finite.

Their separation follows from subtracting the inverse temperatures:
\begin{equation}
\frac1{T_d}-\frac1{T_\infty}
=-\frac kE\ln(\lambda^2s_\infty)>0 .
\label{eq:shift}
\end{equation}
The shift in $1/T$ does not depend on $S$. The slope of the inverse divergence temperature against $\ln S$ remains $-k/E$, so this slope cannot distinguish the two shrinkage laws.

\subsection{The double pole becomes a simple pole}

Near the axis and near $s=s_\infty$ the concentration is smooth. Its term linear in $\rho$ vanishes by symmetry. With derivatives evaluated at $(0,s_\infty)$,
\begin{equation}
q(\rho,s)=\theta+q_s(s-s_\infty)
+\tfrac12q_{\rho\rho}\rho^2+\cdots .
\label{eq:taylor}
\end{equation}
For small $\rho$, $q_\rho\simeq q_{\rho\rho}\rho$, so the two terms on the right of \eqref{eq:heat} become equal on the axis:
\begin{equation}
q_s=2q_{\rho\rho}.
\end{equation}
These derivatives are not zero. The function $-q_s$ is a non-negative solution of the diffusion equation that does not vanish identically, and the strong maximum principle makes it positive inside the cylinder. Setting $q=\theta$ in \eqref{eq:taylor} gives
\begin{equation}
\rho_c^2\simeq-\frac{2q_s}{q_{\rho\rho}}(s-s_\infty)
=4(s_\infty-s).
\label{eq:collapse}
\end{equation}
The coefficient 4 is independent of the threshold. The concentration profile is flat at the axis, so a small uniform fall in concentration moves the contour a long way. Equation \eqref{eq:collapse} gives $d\rho_c/ds\simeq-2/\rho_c$: the edge accelerates as the core disappears.

To convert this result to temperature, set $\Delta T=T_d-T$. From \eqref{eq:s},
\begin{equation}
s=s_\infty\exp\!\left[-\frac Ek
\left(\frac1T-\frac1{T_d}\right)\right]
\simeq s_\infty\left(1-\frac{E\,\Delta T}{kT_d^2}\right).
\end{equation}
Since $\phi_c=\phi_0/\rho_c^2$,
\begin{equation}
\phi_c\simeq\frac{\phi_0}{4(s_\infty-s)}
\simeq\phi_0\frac{kT_d^2}{4s_\infty E\,\Delta T}.
\label{eq:simple}
\end{equation}
This is a simple pole. The existence of a divergence survives the better treatment of diffusion, but the exponent 2 of the Morehead--Crowder formula comes from extending the linear law to the axis.

\subsection{Worked example with both shrinkage laws}

Use again $S=1000\,\mathrm{eV/nm}$, $N=50\,\mathrm{nm^{-3}}$, $\varepsilon=10\,\mathrm{eV}$, $E=0.10\,\mathrm{eV}$, $D_0\tau=10\,\mathrm{nm^2}$ and $\lambda=2$. Then $R_0=0.798\,\mathrm{nm}$, $\phi_0=5.0\times10^{13}\,\mathrm{cm^{-2}}$ and $\theta=0.843$. Solving \eqref{eq:sinf} numerically, with 300 terms and a bracketing root finder, gives $s_\infty=0.1015$. The linear law has $1/\lambda^2=0.25$. Equation \eqref{eq:Td} becomes
\begin{equation}
T_d=\frac{0.10}{8.617\times10^{-5}
\ln[10/(0.1015\times0.798^2)]}\,\mathrm K=230\,\mathrm K,
\end{equation}
which is $50\,\mathrm K$ below the linear-law value of $280\,\mathrm K$. This value depends on the absorbing rim. If the defects instead spread freely into the surrounding crystal, the axis concentration is $1-e^{-1/4s}$, and the same $\theta$ gives $s_\infty=0.135$ and $T_d=244\,\mathrm K$. The pole remains simple, because \eqref{eq:collapse} uses only the diffusion equation near the axis.

The following doses are in units of $10^{13}\,\mathrm{cm^{-2}}$. The diffusion values use the core edge found from \eqref{eq:series} by the same root finder.
\begin{center}
\begin{tabular}{rrr}
$T$ (K) & linear law & diffusion\\
\hline
100 & 5.25 & 5.25\\
150 & 7.2 & 7.3\\
200 & 15.7 & 19.4\\
220 & 26.7 & 57.2\\
250 & 102 & $\infty$
\end{tabular}
\end{center}
At $150\,\mathrm K$ the diffusion dose is about 1\% above the linear-law dose. At $200\,\mathrm K$ the excess is 24\%, and at $220\,\mathrm K$ the ratio exceeds two. The linear law is thus a good approximation to this diffusion model for weak shrinkage, but not near the divergence.

Refitting the constant $K$ alone does not remove the difference. To make the linear law diverge at $T_d$ with $E$ unchanged, its constant $K$ must be multiplied by $1/(\lambda\sqrt{s_\infty})=1/(2\sqrt{0.1015})=1.57$. The shrinkage is then too large relative to the diffusion model, by 57\% in the limit of weak shrinkage, 52\% at $150\,\mathrm K$ and 39\% at $200\,\mathrm K$, and the pole is still double. If $E$ is fitted as well, with $\phi_0$ held fixed, the linear law can follow the diffusion doses between $100$ and $200\,\mathrm K$ within 2\%. Depending on how the deviations are weighted, the fit then gives $E\approx0.11\,\mathrm{eV}$ instead of $0.10\,\mathrm{eV}$ and places the divergence between about $257$ and $260\,\mathrm K$ instead of at $230\,\mathrm K$; the pairs of $E$ and $K$ that stay within 2\% place it between about $254$ and $261\,\mathrm K$. Good agreement at low temperature therefore does not make the extrapolation reliable.

\subsection{What stored damage changes}

Both laws let material below the threshold recover completely. Above the divergence temperature of the law used, no single track leaves a core, and the critical dose is infinite for that reason. Consider the opposite assumption: the defects left at time $\tau$ are frozen in, and the residues of successive tracks add without saturation or later annealing.

A point lies within $R_0$ of a Poisson-distributed number of track axes, with mean $\pi R_0^2\phi=\phi/\phi_0$. It becomes amorphous when the sum of the residues $q(\rho_i,s)$ reaches $\theta$. Choose any radius $\rho_1<1$. Each axis closer than $\rho_1$ contributes at least $q(\rho_1,s)>0$, so $n\ge\theta/q(\rho_1,s)$ such axes are sufficient. Their number is Poisson distributed with mean $\mu=\rho_1^2\phi/\phi_0$. The probability of having fewer than $n$ is
\begin{equation}
e^{-\mu}\sum_{m=0}^{n-1}\frac{\mu^m}{m!}
\longrightarrow0\qquad(\phi\to\infty).
\end{equation}
Every amorphous fraction below one is therefore reached at a finite dose, at any finite temperature. This dose can lie far beyond any practical implant: in the example at $600\,\mathrm K$ the residue on the axis is only about $3\times10^{-6}c_0$, so more than $10^5$ tracks must overlap. The divergence depends on the loss of memory between impacts.

In the example at $250\,\mathrm K$, one track leaves a residue of $0.657c_0$ on its axis. This is below the threshold $0.843c_0$, but two coincident tracks exceed it. The amorphous fraction was estimated by random sampling of $40\,000$ points. For each point a Poisson number of tracks was drawn, with axes uniformly distributed over the disc of radius $R_0$, and their residues were added. The fractions at doses of $2$, $4$ and $8\,\phi_0$ are $0.26$, $0.64$ and $0.95$. The conventional fraction $0.632$ is reached near $4\phi_0=2\times10^{14}\,\mathrm{cm^{-2}}$, although the single-track dose is infinite.

An observed amorphous layer above $T_d$ thus contradicts the single-track rule with complete recovery, but it does not identify the reason. Damage may be stored between impacts, $S$ may vary between ions so that the widest tracks keep their cores, or the parameters may be wrong. Residues with a finite lifetime, and amorphous material that regrows under later ions, are covered by neither rule.

\subsection{Implementation}

\begin{enumerate}
\item Compute $R_0$ and $\phi_0$ from the local $S$, and $s$ from \eqref{eq:s}.
\item For the Morehead--Crowder dose, evaluate $1-\lambda\sqrt s$ before squaring. Return an infinite dose if it is zero or negative.
\item For the diffusion dose, obtain $s_\infty$ once for the chosen $\theta$. Return an infinite dose if $s\ge s_\infty$; otherwise find $\rho_c$ by bisection and return $\phi_0/\rho_c^2$.
\item At small $s$ the series needs many terms. Since $\alpha_n$ grows approximately as $n\pi$, the number of terms must be several times $1/(\pi\sqrt s)$. When $\sqrt s$ and $\lambda\sqrt s$ are both much smaller than one, the linear law can replace the series.
\item Compute the amorphous fraction as $1-\exp(-\phi/\phi_c)$, which is zero for an infinite critical dose. This avoids a sharp switch at $\phi=\phi_c$. The fraction counts only cores left by single tracks; where damage is stored between impacts, the material can become amorphous even though this fraction is zero.
\end{enumerate}

Parameters fitted with one shrinkage law should not be transferred to the other near the divergence. In the linear law $\lambda$ and $D_0\tau$ enter through the product $\lambda^2D_0\tau$, so a fit cannot separate them. The diffusion law also needs $\theta$, which fixes both $\lambda$ and $s_\infty$.
